How Reciprocal-Lattice Momentum Softens the Threshold for Electronic Stopping

An estimate of when an ion begins to lose energy to the electrons of an insulator can go badly wrong if it admits momentum transfers from the first Brillouin zone alone. The ion must supply at least the gap, the largest wavevector in the zone is finite, and so there seems to be a speed below which electronic stopping vanishes. In the one-dimensional model crystal treated below, the gap and the zone size alone give ħv ≥ 5.68 eV Å, and the actual bands, with transfers restricted to the first zone, put the threshold at ħv = 7.55 eV Å, the speed of a proton of about 6.9 keV. Direct propagation of the electrons at ħv = 4 eV Å nevertheless gives a stopping force of 7.4×10⁻⁵ eV/Å for a very weak ion potential. The argument leaves out momentum transfers beyond the first zone, which contain a reciprocal-lattice vector and let the same slow ion give up more energy.

Consider independent electrons in a rigid, perfectly periodic potential V(r), with V(r+R) = V(r) for every lattice vector R. The algebra uses atomic units, so ħ and the electron mass are 1. The Bloch states ψ_nk have energies ε_n(k), are normalized in a large volume Ω with periodic boundary conditions, and satisfy

ψ_nk(r+R) = exp(ik·R) ψ_nk(r).

The ion follows the prescribed path b + vt, with constant v. Its potential acts on an electron as f(t)W(r−b−vt), where the dimensionless envelope f switches the interaction on and off smoothly over a long time τ. With W(Q) = ∫W(r)exp(−iQ·r)d³r, the Fourier decomposition is

W(r−b−vt) = (1/Ω) Σ_Q W(Q) exp(iQ·r) exp(−iQ·b) exp(−iQ·v t).

Each wavevector Q thus arrives with its own frequency Q·v. A static potential carried along at constant speed has no other frequencies.

The crystal decides which Q can connect two Bloch states. Define

M = ∫ ψ*_mk'(r) exp(iQ·r) ψ_nk(r) d³r.

Replacing r by r+R leaves an integral over the periodic volume unchanged, while the three factors acquire the phases exp(−ik'·R), exp(iQ·R) and exp(ik·R). Therefore

M = exp[i(k+Q−k')·R] M.

Either M is zero or the exponential equals 1 for every R. The second case means that k+Q−k' is a reciprocal-lattice vector. Folding k'−k into the first zone, and calling the result q, gives

Q = q + G.

The final crystal momentum fixes q but leaves G free.

To first order in the ion potential, the amplitude for reaching (m,k') from (n,k) is

c = −(i/Ω) Σ_G W(Q) M exp(−iQ·b) F(ΔE−v·Q),

F(x) = ∫ f(t) exp(ixt) dt,

where ΔE = ε_m(k') − ε_n(k). The phase exp(iΔE t) comes from the unperturbed evolution of the two states, and combines with exp(−iQ·v t) to give the argument of F. For an envelope of duration τ, F is concentrated within about 1/τ of zero. In the limit of a long path the transition therefore requires

ΔE = v·(q+G),

or, with ħ restored,

ε_m(k+q) − ε_n(k) = ħv·(q+G).

This is a first-order result for an ion at constant velocity. It says which transitions are kinematically possible; W(Q) and M determine how strong they are.

The same balance follows from the ion's side. An ion of mass M_ion and momentum P = M_ion v that gives up momentum Q loses the kinetic energy

[P² − (P−Q)²]/(2M_ion) = v·Q − Q²/(2M_ion).

The prescribed trajectory drops the last term. For a proton at ħv = 4 eV Å and the shortest reciprocal vector of the model, ħvQ is 8.378 eV while the kinetic energy given up is 8.368 eV, a difference of about 0.1 percent. The term matters in principle at very low speed. As a function of Q, the energy available is largest at Q = M_ion v, where it equals M_ion v²/2. A free ion therefore cannot create an excitation across the gap unless its kinetic energy is at least the gap, whatever G is used.

The stopping force requires the squared amplitude, in which different G could interfere. In three dimensions two vectors G and G' with v·G = v·G' have the same frequency, and their interference describes the dependence on where the ion travels within the cell. Its phase is exp[−i(G−G')·b], which averages to zero when b is spread uniformly over a unit cell. The three-dimensional stopping force below is this average. In one dimension, different G have different frequencies, so for a long path no average is needed. What remains is

P_exc = (1/Ω²) Σ_G |W(Q)|² |M|² |F(ΔE−v·Q)|².

By Parseval's theorem, ∫|F(x)|²dx = 2πT with T = ∫f²dt. Since F narrows as the path lengthens, |F(x)|² tends to 2πT δ(x). For the Gaussian envelope f = exp(−t²/2τ²), used in the numerical work, these quantities are

|F(x)|² = 2πτ² exp(−x²τ²),  T = √π τ.

The energy absorbed is ΔE P_exc, summed over initial states in filled bands and final states in empty ones, with a factor 2 for spin. Transitions between filled states are excluded by the Pauli principle. The sum over k becomes Ω∫d³k/(2π)³. For each k, the sums over k' and G together run once over all Q and become Ω∫d³Q/(2π)³. The two factors Ω cancel the 1/Ω². Dividing by the effective path length vT gives

S = (4π/v) Σ_nm ∫d³k/(2π)³ ∫d³Q/(2π)³ |W(Q)|² |M|² ΔE δ(ΔE−v·Q).

The factor 4π is the spin factor 2 times the 2π from |F|².

A change of variable makes the role of speed plain. Let Q∥ be the component of Q along v. Because ΔE is positive, Q∥ must be positive too, and each transition has one resonant speed

u = ΔE/Q∥.

As a function of v, the argument ΔE − vQ∥ has slope of magnitude Q∥, so δ(ΔE−vQ∥) = δ(v−u)/Q∥. On resonance ΔE = vQ∥, and the factors v and Q∥ cancel:

(4π/v) ΔE δ(ΔE−vQ∥) = (4π/v)(vQ∥) δ(v−u)/Q∥ = 4π δ(v−u).

Hence

S(v) = 4π Σ_nm ∫d³k/(2π)³ ∫d³Q/(2π)³ |W(Q)|² |M|² δ(v−u),  Q∥ > 0.

In one dimension the two measures contribute 1/(2π)² instead, so that

S(v) = (1/π) Σ_nm ∫dk ∫dQ |W(Q)|² |M|² δ(v−ΔE/Q),  Q > 0.

The stopping force at speed v is thus the total coupling strength of the transitions whose resonant speed is v.

Now take one dimension, lattice constant a and gap E_g. Write Q = q + 2πn/a with −π/a < q ≤ π/a. If n = 0 is imposed, then Q ≤ π/a and ΔE ≥ E_g, so

v ≥ E_g a/π.

This is a lower bound on the n = 0 threshold v_0. The threshold itself is the minimum of ΔE/q over the bands, and is higher if no transition combines the smallest energy with the largest q. For n ≥ 1, Q cannot exceed (n+½)2π/a, which bounds the threshold v_n from below. If the gap is direct, the vertical transition q = 0 bounds it from above:

E_g a/[2π(n+½)] ≤ v_n ≤ E_g a/(2πn).

The upper bound tends to zero as n grows. In the vertical transition G supplies all the energy: the electron is shaken at a harmonic of 2πv/a, the frequency at which the ion passes unit cells. The same happens in three dimensions when v lies along a lattice vector R. Since G·R = 2πn, one has v·G = 2πn v/|R|. Vectors G perpendicular to the path supply no energy.

A resonance exists at every positive speed, even without a direct gap. Fix an initial state and one conduction band, and let Q = s v̂ with s increasing from zero. The excitation energy is continuous and periodic under reciprocal-lattice translations, hence bounded, while the supply vs grows without limit. At s = 0 the supply is below ΔE; at large s it is above. The two must cross. This shows that the kinematic threshold is absent for a prescribed trajectory, but not that the rate at the crossing is appreciable.

The limit of a vanishing lattice potential shows the difference. The states are then plane waves, and exp(iQ·r) takes momentum p to p+Q and nowhere else. Energy conservation becomes

p·Q + Q²/2 = v·Q,

so that Q = 2(v−p)·Q̂, where Q̂ is the unit vector along Q. The magnitude of Q is at most 2(v+|p|). One may still fold these momenta into an arbitrary zone and find crossings at larger Q, but their matrix elements are zero. In this limit G is bookkeeping. A contribution labelled G ≠ 0 is therefore not by itself evidence of scattering by the lattice. The label also depends on the cell: describing the same crystal with a doubled cell halves the zone and doubles the bound E_g a/π, although nothing physical has changed. The total Q is what enters the stopping force.

For a worked case, take a = 3 Å and V(x) = (6 eV)cos(2πx/a), with the lowest band filled. These are round model parameters, not those of a material. Diagonalization gives a direct gap of 5.952 eV at the zone edge. The shortest reciprocal vector is 2π/(3 Å) = 2.094 Å⁻¹, and the zone boundary lies at half of it, 1.047 Å⁻¹. The bound for G = 0 is

ħv ≥ 5.952 eV/1.047 Å⁻¹ = 5.68 eV Å.

The bands put the actual threshold at 7.55 eV Å, or 0.524 atomic units of speed. For n = 1 the vertical transition needs

ħv = 5.952 eV/2.094 Å⁻¹ = 2.84 eV Å,

and the minimum over all transitions is lower, 2.52 eV Å. It lies below the vertical value because a larger Q can more than repay the extra excitation energy: the minimum takes an electron from k = 0 to the zone edge, with ΔE = 7.91 eV and Q = 3.142 Å⁻¹, one and a half times the shortest reciprocal vector. This Q is the upper edge of the n = 1 range. The resonant speed keeps falling smoothly at larger Q under the label n = 2, so 2.52 eV Å marks a change of label rather than a feature of the stopping force. The next two thresholds are 1.40 and 0.94 eV Å.

A single transition shows how the momentum is shared. At ħv = 4 eV Å, an electron starting at k = 0 can reach the first conduction band with Q = 2.665 Å⁻¹. Subtracting one reciprocal vector leaves q = 0.570 Å⁻¹, and the energy is

ΔE = 4 × (0.570 + 2.094) eV = 2.28 eV + 8.38 eV = 10.66 eV.

Most of it is carried by G. At ħv = 0.1 eV Å a crossing still exists, with n = 45. For a proton this one is fictitious: its kinetic energy scales as v², so it would be 6869 eV × (0.1/7.55)² ≈ 1.2 eV, less than the gap.

The ion potential is a Gaussian of height 0.05 eV and width w = 0.4 Å, W(x) = (0.05 eV)exp(−x²/2w²). Its area is

W(0) = 0.05 × 0.4 × √(2π) eV Å ≈ 0.050 eV Å.

The phase W(0)/ħv that it imprints on an electron at rest is about 0.013 at ħv = 4 eV Å, which makes a first-order treatment reasonable there. The potential is weak by design, so the stopping forces are tiny and are not predictions for a real ion.

The resonance condition and the stopping formula were tested against time propagation of all valence electrons on a ring of 32 cells, with the Gaussian envelope and τ = 40 atomic units. The finite duration gives each resonance a width, so the comparison uses the formula with |F|² in place of its delta-function limit. At ħv = 4 eV Å, propagation gives 7.43×10⁻⁵ eV/Å and the formula 7.41×10⁻⁵ eV/Å, a difference of 0.2 percent relative to the formula. At 10 eV Å the difference is 0.04 percent.

The final states test the selection rule more directly. At ħv = 4 eV Å, 99.5 percent of the excited population lies within 2/τ, or 1.36 eV, of ΔE = ħv(q+G) for some G. That window contains 32 percent of the available final states, so the concentration does not come from the window's width. The G = 0 share is zero to the printed precision. Neighbouring resonances are separated by 4 × 2.094 = 8.38 eV, about twelve times 1/τ, which justifies neglecting interference between different G.

The resonant-speed form was tested separately. Averaged over ħv from 3 to 7 eV Å, it gives 8.93×10⁻⁵ eV/Å, against 8.98×10⁻⁵ eV/Å from the finite-duration formula.

With the long-path formula, averaged over ±0.25 eV Å about each speed, the stopping force changes as follows:

ħv = 8 eV Å: S = 1.28×10⁻⁴ eV/Å
ħv = 6 eV Å: S = 1.06×10⁻⁴ eV/Å
ħv = 4 eV Å: S = 7.36×10⁻⁵ eV/Å
ħv = 3 eV Å: S = 5.84×10⁻⁵ eV/Å
ħv = 2 eV Å: S = 1.10×10⁻⁶ eV/Å
ħv = 1 eV Å: S = 1.32×10⁻¹⁰ eV/Å

A finer k mesh moves these values by less than 1 percent, so the third digit is uncertain. The window at 1 eV Å contains the n = 3 threshold, and S changes by several orders of magnitude across it.

Between 8 and 6 eV Å the speed drops below the G = 0 threshold, yet S falls by only 17 percent. Just above that threshold, at 8 eV Å, the G = 0 transitions supply 10 percent of the stopping. Most of the remaining force is lost between 3 and 2 eV Å, where the n = 1 transitions drop out and S falls by a factor of about 53. The next step, from 2 to 1 eV Å, is a larger factor, about 8300, but it starts from a force that is already small. In this model the threshold is therefore softened in a specific sense: the main onset moves down to about 2.6 eV Å, S being about ten times larger between 2.6 and 2.7 eV Å than between 2.5 and 2.6 eV Å, and a small, rapidly decreasing tail continues below it.

The tail values are first-order results and need more caution than those near 4 eV Å. When a single large momentum transfer is so strongly suppressed, two smaller transfers in succession can compete with it even for a weak ion potential. The entry at 1 eV Å should therefore be read as an order of magnitude for this ion.

Two factors suppress the first-order tail. Resonance requires Q ≥ E_g/ħv, so a slower ion must use larger wavevectors. The Gaussian potential has |W(Q)|² = W(0)² exp(−Q²w²), which is small there. The overlap M is small as well, because a large Q must connect widely separated plane-wave components of two smooth Bloch functions. Replacing W(Q) by the constant W(0), as for a point-like ion in one dimension, removes the effect of the ion's width. What remains is the overlaps, together with the number of transitions that are resonant in a given interval of speed. From 4 to 1 eV Å the stopping force then falls by a factor of about 3600. With the Gaussian it falls by about 5.6×10⁵, so the finite width contributes a further factor of roughly 160. These ratios depend on the averaging window: with ±0.05 eV Å they are about 2900, 6×10⁵ and 210.

At ħv = 10 eV Å, transitions with G = 0 account for 37 percent of the excited population in the propagation but for 20 percent of the stopping force averaged around that speed. The reason is the energy per excitation. With G = 0 it is at most 10 × 1.047 = 10.5 eV on resonance, and with n ≥ 1 it is at least that.

Several conditions limit the result. Disorder or lattice motion removes the exact translational symmetry used to obtain Q = q+G. A change δv in velocity during the passage shifts the resonance by Q·δv, which must stay small compared with the width 1/τ if the resonance is to remain as sharp as assumed. A strong ion potential requires terms beyond first order, and deep in the low-speed tail even a weak one can. The model also omits electron–electron interaction, and with it screening and electron–hole binding, as well as transverse momentum, over which a three-dimensional calculation must integrate. The values behind this example are collected in the numerical output.

Numbers as computed

```
MODEL
lattice constant = 3.00 angstrom
lattice potential amplitude = 6.00 eV
ion potential height = 0.050 eV
ion potential width = 0.40 angstrom
shortest reciprocal vector = 2.0944 1/angstrom
band gap (direct, zone edge) = 5.9521 eV
valence band width = 1.9547 eV
first conduction band width = 9.6491 eV
THRESHOLDS, hbar*v in eV angstrom
lower bound for G=0, gap*a/pi = 5.6839
order n=0: threshold = 7.5505
order n=1: threshold = 2.5168
order n=2: threshold = 1.3967
order n=3: threshold = 0.9401
vertical gap transition, n=1: 2.8419
vertical gap transition, n=2: 1.4210
vertical gap transition, n=3: 0.9473
G=0 threshold speed = 0.5244 atomic units
proton energy at it = 6869 eV
RESONANCES from k=0 to first conduction band
hbar*v=0.1 eV A: Q=94.9455 1/A, n=45, dE=9.4946 eV
hbar*v=1.0 eV A: Q=11.0080 1/A, n=5, dE=11.0080 eV
hbar*v=4.0 eV A: Q=2.6646 1/A, n=1, dE=10.6586 eV
TIME PROPAGATION
ring cells = 32, envelope time = 40 atomic units
resonance window = +-1.361 eV
hbar*v=4 eV A: S propagated = 7.4286e-05 eV/A
  S golden rule, same duration = 7.4131e-05 eV/A
  relative difference = 0.21 percent
  excited weight on resonance = 0.9946
  share of final states in window = 0.3216
  excited weight with G=0 = 0.00000
hbar*v=10 eV A: S propagated = 1.3257e-04 eV/A
  S golden rule, same duration = 1.3252e-04 eV/A
  relative difference = 0.04 percent
  excited weight on resonance = 0.9961
  share of final states in window = 0.1339
  excited weight with G=0 = 0.36941
MEAN STOPPING for hbar*v from 3 to 7 eV angstrom
resonant-speed form = 8.9304e-05 eV/A
finite-duration form = 8.9848e-05 eV/A
STOPPING, mean over hbar*v +-0.25 eV A; S in eV/A
hbar*v  S_gauss    S_point    n=0    n=1    n>=2
   1    1.317e-10  5.391e-08  0.000  0.000  1.000
   2    1.097e-06  1.346e-05  0.000  0.000  1.000
   3    5.843e-05  1.634e-04  0.000  0.955  0.045
   4    7.364e-05  1.938e-04  0.000  0.946  0.054
   6    1.057e-04  2.730e-04  0.000  0.918  0.082
   8    1.276e-04  3.427e-04  0.103  0.799  0.098
  10    1.322e-04  3.906e-04  0.199  0.692  0.109
PROTON RECOIL at hbar*v=4 eV A, Q = shortest G
hbar*v*Q = 8.37758 eV
kinetic energy given up = 8.36848 eV
```
